Why thermal electrons in gas mixtures never exceed Blanc's-law mobility, part 1

(Sections cited here and not found follow in the second part.)

## First half: elastic collisions, from one frequency to an identity

### A small but persistent deficit

Take argon at 1 Torr and 300 K containing 0.30 % water vapour, with the model cross sections given in the second half. Electrons at gas temperature have a zero-field mobility of 3.226×10⁷ cm²/Vs in the pure argon model and 1.310×10⁵ cm²/Vs in pure water vapour at the same density. Adding reciprocal mobilities in proportion to mole fraction predicts 1.859×10⁷ cm²/Vs for the mixture. The Boltzmann equation with the same cross sections gives 1.813×10⁷ cm²/Vs, which is 2.4 % lower.

At 0.01 % water the result is 0.3 % below the prediction, and at 10 % water it is again 0.3 % below. The deviation changes in size but not in sign. What fixes the sign?

The prediction is Blanc's law. For mole fractions xᵢ with Σ xᵢ = 1, it reads

1/μ_B = Σ xᵢ/μᵢ.

Here μᵢ is the mobility in pure gas i at the same temperature T and the same total number density N as the mixture. These two quantities are held fixed in every comparison at zero field below. Mobility is counted positive, so the drift speed is μE, although electrons drift against the field.

### The simplest case: one collision frequency

Suppose first that collisions remove electron momentum at a rate ν that does not depend on electron energy. Let e > 0 be the elementary charge and m the electron mass. With the field along z, the mean velocity W obeys

m dW/dt = −eE − mνW.

In the steady state W = −eE/(mν), so μ = e/(mν). Encounters with different species are independent in a dilute gas, so their rates add:

ν = Σ xᵢνᵢ.

Here νᵢ is the frequency in pure gas i at the full density N, and the factor xᵢ accounts for its actual share of the molecules. Therefore

1/μ = (m/e) Σ xᵢνᵢ = Σ xᵢ/μᵢ.

Blanc's law then holds exactly. Since the additivity of rates does not depend on the energy, any deviation within this picture must come from the energy dependence of the νᵢ.

### Restoring the energy dependence

Assume now that the electrons are so dilute that they do not collide with each other, that there is no attachment or ionization, and that the gas particles are heavy and scatter elastically. Let f_M(v) be the Maxwell distribution at temperature T, normalized to one electron. A weak uniform field produces a change f₁ that is linear in E. The steady linearized Boltzmann equation is

−(eE/m) ∂f_M/∂v_z = C[f₁].

Since ∂f_M/∂v_z = −(m v_z/kT) f_M, the left side equals

(eE/kT) v_z f_M.

This source is proportional to cos θ, where θ is the angle between the velocity and the z axis. We therefore seek f₁ = g(v) cos θ. A collision through the angle Θ keeps the speed and turns the direction. Averaged over the azimuth of the scattering, the new value of cos θ is cos Θ cos θ. Hence

C[f₁] = −ν(v) g(v) cos θ,

ν(v) = Σ xᵢνᵢ(v),

νᵢ(v) = N v ∫ (1 − cos Θ)(dσᵢ/dΩ) dΩ.

The number 1 in the bracket comes from scattering out of a velocity, and the −cos Θ from scattering into it. This νᵢ is the momentum-transfer frequency. Equating source and collision term gives

f₁ = −(eE/kT) (v_z/ν) f_M.

The drift velocity is the integral of v_z f₁. The minus sign shows that the drift opposes the field. Taking the magnitude and using ⟨v_z²⟩ = ⟨v²⟩/3 at each speed,

μ = (e/3kT) ∫ (v²/ν) f_M d³v.

Let u = ε/kT, where ε = mv²/2. The Maxwell distribution of u is (2/√π)√u exp(−u) du, and v² = 2ukT/m. The prefactors multiply to

(e/3kT)(2kT/m)(2/√π) = (e/m)·4/(3√π).

The mobility is therefore

μ = (e/m)⟨1/ν⟩,

⟨g⟩ = ∫₀^∞ g(u) w(u) du,

w(u) = 4u^(3/2) exp(−u)/(3√π).

The weight is normalized, because ∫₀^∞ u^(3/2) exp(−u) du = 3√π/4. It depends on neither the gas nor the composition. The proof rests on this property, and it is lost once a finite field heats the electrons.

The formula can be tested by following individual electrons without solving for f₁. At a given energy the correlation of v_z at two times, averaged over many electrons, decays as exp(−νt). Its time integral is v_z²/ν, and averaging this over the Maxwellian gives μkT/e.

In units where e = m = kT = 1, consider an equal mixture of two gases with total collision frequencies √u and 2/√u. Let cos Θ have the probability density (1 + a cos Θ)/2, with a = 0.9 in the first gas and −0.6 in the second. The mean of cos Θ is a/3, so the momentum-transfer frequencies are 0.7√u and 2.4/√u. A simulation of random flights gives a mobility of 0.7114 ± 0.0053. The formula gives 0.7128, which agrees within the statistical error.

### A pair of gases that can be integrated by hand

Define an effective frequency

H[ν] = 1/⟨1/ν⟩, so that 1/μ = (m/e)H[ν].

Blanc's law replaces H[Σ xᵢνᵢ] by Σ xᵢH[νᵢ]. The two agree when the frequencies are constants. For a first case where they differ, take

ν₁ = A√u and ν₂ = B/√u.

The first form belongs to a constant cross section, since ν is proportional to σv. The second belongs to a cross section proportional to 1/ε, as for a point dipole in the Born approximation. Put

c = x₂B/(x₁A).

The mixture frequency is then x₁A(u + c)/√u, and

⟨1/ν⟩ = [4/(3√π)] [1/(x₁A)] ∫₀^∞ u² exp(−u)/(u + c) du.

Division of the polynomial gives u²/(u + c) = u − c + c²/(u + c). The first two terms integrate to 1 − c. In the third, put t = u + c:

∫₀^∞ exp(−u)/(u + c) du = exp(c) ∫_c^∞ exp(−t)/t dt = exp(c)E₁(c).

The last equality defines the exponential integral E₁. The integral in ⟨1/ν⟩ is therefore

J(c) = 1 − c + c² exp(c)E₁(c).

For the pure gases,

⟨1/ν₁⟩ = [4/(3√π)](1/A) ∫₀^∞ u exp(−u) du = [4/(3√π)]/A,

⟨1/ν₂⟩ = [4/(3√π)](1/B) ∫₀^∞ u² exp(−u) du = [4/(3√π)]·2/B.

Blanc's effective frequency is thus

(3√π/4)(x₁A + x₂B/2) = (3√π/4)x₁A(1 + c/2).

Since the mobility ratio is the inverse ratio of effective frequencies,

μ_mix/μ_B = (1 + c/2)J(c).

Both limits are instructive. For small c, E₁(c) grows only as ln(1/c), so the term c² exp(c)E₁(c) vanishes faster than c, and the ratio is 1 − c/2 to first order. For large c, repeated integration by parts gives

exp(c)E₁(c) = 1/c − 1/c² + 2/c³ − 6/c⁴ + …,

so J = 2/c − 6/c² + …. Multiplication by 1 + c/2 gives 1 − 1/c to leading order. The ratio approaches one from below at both ends.

At c = 1 it is 0.8945. Its minimum, found numerically, is 0.8899 at c = 1.641. This pair therefore deviates from Blanc's law by up to 11 %, with the same sign as in argon and water.

### From the example to every set of frequencies

The general argument needs a way to compare an average of reciprocals with a sum of frequencies. Consider any trial function φ(u) with ⟨φ⟩ = 1, and for a given ν define

ψ = H[ν]/ν.

Then ⟨ψ⟩ = H[ν]⟨1/ν⟩ = 1, so ψ is itself an allowed trial function. Expand a square that cannot be negative:

⟨ν(φ − ψ)²⟩ = ⟨νφ²⟩ − 2⟨νψφ⟩ + ⟨νψ²⟩.

Because νψ = H[ν] is a constant, the middle term is −2H[ν]⟨φ⟩ = −2H[ν]. The last term is H[ν]⟨ψ⟩ = H[ν]. Hence

⟨νφ²⟩ = H[ν] + ⟨ν(φ − ψ)²⟩.

Thus H[ν] is the minimum of ⟨νφ²⟩ over all φ with unit average, and the minimum is reached at φ = ψ.

This minimum has a physical meaning. The product ψ(u)w(u) du is the fraction of the drift current carried by electrons between u and u + du, because the contribution to μ at each energy is proportional to w/ν. A trial φ describes another division of the same total current among energies.

The quantity ⟨νφ²⟩ measures the entropy that collisions produce for that division. To see this, start from S = −k∫f ln f d³v. Collisions conserve the number of electrons, so

(dS/dt)_coll = −k∫C[f] ln f d³v.

To second order in the field, ln f may be replaced by ln f_M + f₁/f_M. The ln f_M part integrates to zero with C[f₁], which is odd in v_z. Elastic scattering by heavy particles also cannot change the mean of ln f_M, which depends on speed alone. What remains is

(dS/dt)_coll = k∫ν f₁²/f_M d³v.

If f₁ is proportional to φv_z f_M, this is proportional to ⟨νφ²⟩. At a given current, a pure gas therefore has the division of current with the least entropy production.

### The identity and its equality condition

Let ν = Σ xᵢνᵢ be the mixture frequency, and let

φ = H[ν]/ν and φᵢ = H[νᵢ]/νᵢ

be the current divisions in the mixture and in pure gas i. Since φ is the minimizer for the mixture,

H[ν] = ⟨νφ²⟩ = Σ xᵢ⟨νᵢφ²⟩.

Now use the same φ as a trial function for each pure gas. The expansion above gives

⟨νᵢφ²⟩ = H[νᵢ] + ⟨νᵢ(φ − φᵢ)²⟩.

Multiplying by xᵢ, summing, and restoring the factor m/e gives

1/μ_mix − Σ xᵢ/μᵢ = (m/e) Σ xᵢ⟨νᵢ(φ − φᵢ)²⟩ ≥ 0.

This proves μ_mix ≤ μ_B. A mixture must use one division of the current for all its components. Each pure gas could use its own best division, and the right side is the cost of the compromise.

The integrals exist if the pure-gas mobilities are finite and nonzero. For every component present, νᵢ ≤ ν/xᵢ, and therefore ⟨νᵢφ²⟩ ≤ H[ν]/xᵢ.

Equality requires every term on the right to vanish. Since w and νᵢ are positive, φ = φᵢ at almost every energy for each component with xᵢ > 0. This means

νᵢ(u)/H[νᵢ] = ν(u)/H[ν],

so all component frequencies share one energy dependence. Conversely, if νᵢ = aᵢg(u), then H[Σ xᵢaᵢg] = (Σ xᵢaᵢ)H[g] = Σ xᵢH[νᵢ], and Blanc's law is exact. A common energy dependence is thus both necessary and sufficient for elastic scattering. The frequencies need not be constant, nor equal in size.

For the argon case the identity can be read in numbers. The mixture has H = 9.6996×10⁷ s⁻¹, and Blanc's value is 9.4625×10⁷ s⁻¹. The difference is 2.371×10⁶ s⁻¹. The weighted sum of squares, computed separately, is 2.3716×10⁶ s⁻¹.

The inequality and the identity were also tested on 1000 mixtures of three components with randomly generated positive frequency functions. Both held in every case. The lowest mixture-to-Blanc ratio was 0.3673, so the deviation can be much larger than in either worked pair of gases.

## Second half: traces of water, inelastic collisions and finite fields

### What is carried over

The reduced energy is u = ε/kT, and ⟨ ⟩ denotes the average with weight 4u^(3/2) exp(−u)/(3√π). Pure gas i at the total density N has momentum-transfer frequency νᵢ. The effective frequency is H[ν] = 1/⟨1/ν⟩, and μ = e/(mH). The function φᵢ = H[νᵢ]/νᵢ describes how the current is divided among energies in pure gas i. For elastic scattering, the mixture's H exceeds Σ xᵢH[νᵢ] by a sum of squares, which vanishes if and only if the νᵢ share one energy dependence. Below, component 1 is argon, component 2 is water, x is the water fraction, and Hᵢ means H[νᵢ].

### The cross sections of the example

In atomic units, with wave number k and k² = 2ε, the argon model uses the phase shifts

tan η₀ = −Ak[1 + (4α/3)k² ln k] − (πα/3)k² + 69k³ − 97k⁴,

tan η₁ = παk²/15 − 8.7k³,

η_l = παk²/[(2l + 3)(2l + 1)(2l − 1)] for l = 2 to 6.

The polarizability is α = 11 a₀³ and the scattering length A = −1.5 a₀. All coefficients are rough values for argon. The cross section is

σ₁ = (4π/k²) Σ (l + 1) sin²(η_l − η_(l+1)), summed from l = 0 to 5.

These expressions are inputs to the example, and the theorem does not depend on them. They give 2.92×10⁻¹⁶ cm² at kT = 25.85 meV and a Ramsauer minimum of about 9.2×10⁻¹⁸ cm² near 0.26 eV.

Water is represented by a point dipole D = 0.73 e a₀ in the Born approximation. The dipole potential has magnitude D|cos β|/r², where β is measured from the dipole axis. Its Fourier transform at momentum transfer q has magnitude 4πD|cos β_q|/q, where β_q is the angle between q and the dipole. The factor 1/(2π) in the Born amplitude leaves 2D|cos β_q|/q. Averaging cos²β_q over orientations gives 1/3, so

dσ₂/dΩ = 4D²/(3q²), with q² = 2k²(1 − cos Θ).

The factor 1 − cos Θ in the momentum-transfer cross section cancels the same factor in q²:

σ₂ = 2π·2·4D²/(6k²) = 8πD²/(3k²).

The separate factor 2 is the length of the interval of cos Θ. At ε = kT, k² = 2(0.02585 eV)/(27.21 eV) = 0.00190. The cross section is therefore 8.378 × 0.533/0.00190 = 2350 a₀², or 6.58×10⁻¹⁴ cm².

Averaging gives H₁ = 5.452×10⁷ s⁻¹ and H₂ = 1.342×10¹⁰ s⁻¹. With e/m = 1.759×10¹⁵ cm²/(V s²), the argon mobility is

1.759×10¹⁵/5.452×10⁷ = 3.226×10⁷ cm²/Vs.

The mixture value follows in the same way from H = 9.700×10⁷ s⁻¹, which gives 1.813×10⁷ cm²/Vs.

For elastic scattering at zero field, Blanc's law is an upper bound on the mobility, exact only when all component frequencies share one energy dependence, and the argon–water model lies 2.4 % below it at 0.30 % water. What remains is the effect of a trace of water, the extension to collisions that exchange energy, the failure of the bound at finite field, and the model's relevance to a real chamber.
